# The mixed Green's function of two Slater determinants

**Setting.** In auxiliary-field Monte Carlo a fixed trial state $|\psi\rangle$ is combined with a random walker $|\phi\rangle$. Let both be Slater determinants of $N$ fermions in $M$ orthonormal spin-orbitals, $1\le N<M$. The operators $c_p^\dagger$ create a particle in spin-orbital $p$, with $\{c_p,c_q^\dagger\}=\delta_{pq}$ and $\{c_p,c_q\}=0$. The determinants are

$$|\phi\rangle=\phi_1^\dagger\cdots\phi_N^\dagger|0\rangle,\qquad \phi_k^\dagger=\sum_p\Phi_{pk}\,c_p^\dagger ,$$

and likewise $|\psi\rangle$ with the matrix $\Psi$. Both matrices are $M\times N$; their columns are the occupied orbitals and need not be orthonormal. The overlap $\langle\psi|\phi\rangle$ is assumed to be non-zero. The mixed Green's function is the $M\times M$ matrix

$$G_{ij}=\frac{\langle\psi|c_i^\dagger c_j|\phi\rangle}{\langle\psi|\phi\rangle}.$$

## Part (a)

**Question.** Express $\langle\psi|\phi\rangle$ and $G$ through $\Psi$ and $\Phi$.

**Answer.** Define the $N\times N$ matrix $S=\Psi^\dagger\Phi$. The anticommutator of a trial orbital with a walker orbital is

$$\{\psi_k,\phi_l^\dagger\}=\sum_p\Psi_{pk}^*\Phi_{pl}=S_{kl}.$$

In $\langle\psi|\phi\rangle=\langle0|\psi_N\cdots\psi_1\,\phi_1^\dagger\cdots\phi_N^\dagger|0\rangle$ the operator $\psi_1$ acts first. Moving it to the right until it meets $|0\rangle$, which it annihilates, gives

$$\psi_1\,\phi_1^\dagger\cdots\phi_N^\dagger|0\rangle=\sum_{l=1}^N(-1)^{l-1}S_{1l}\prod_{m\ne l}\phi_m^\dagger|0\rangle ,$$

with one minus sign for each creation operator passed. What remains in each term is an overlap of $N-1$ particles, with row 1 and column $l$ of $S$ removed. This is the expansion of a determinant along its first row, so by repetition

$$\langle\psi|\phi\rangle=\det S .$$

For the numerator, use $[AB,C]=A\{B,C\}-\{A,C\}B$. Since $\{c_i^\dagger,\phi_k^\dagger\}=0$,

$$[c_i^\dagger c_j,\phi_k^\dagger]=c_i^\dagger\{c_j,\phi_k^\dagger\}=\Phi_{jk}\,c_i^\dagger .$$

Because $c_i^\dagger c_j|0\rangle=0$, the state $c_i^\dagger c_j|\phi\rangle$ is a sum over $k$ of determinants in which $\phi_k^\dagger$ is replaced by $\Phi_{jk}c_i^\dagger$. In the overlap with $\langle\psi|$, this replaces column $k$ of $S$ by $\Phi_{jk}b$, where $b_l=(\Psi^\dagger)_{li}$. Cramer's rule says that replacing column $k$ of $S$ by $b$ changes the determinant to $\det S\,(S^{-1}b)_k$. Therefore

$$G_{ij}=\sum_k\Phi_{jk}\,(S^{-1}\Psi^\dagger)_{ki}=P_{ji},\qquad P=\Phi\,(\Psi^\dagger\Phi)^{-1}\Psi^\dagger .$$

So $G=P^{T}$. The transposition comes from the order of indices in the definition of $G$.

## Part (b)

**Question.** Show that $G^2=G$ and $\operatorname{tr}G=N$. Do these properties survive if the trial state is a sum of several determinants?

**Answer.** In the square of $P$ the middle factor cancels one inverse:

$$P^2=\Phi S^{-1}(\Psi^\dagger\Phi)S^{-1}\Psi^\dagger=\Phi S^{-1}SS^{-1}\Psi^\dagger=\Phi S^{-1}\Psi^\dagger=P .$$

Transposing gives $G^2=(P^T)^2=(P^2)^T=P^T=G$. The trace follows from its cyclic property:

$$\operatorname{tr}G=\operatorname{tr}P=\operatorname{tr}(S^{-1}\Psi^\dagger\Phi)=\operatorname{tr}1_N=N .$$

The trace rule needs no determinants at all. The operator $\sum_ic_i^\dagger c_i$ counts particles, so acting on any $N$-particle state $|\phi\rangle$ it gives $N|\phi\rangle$, and the overlap cancels.

Now let $|\psi\rangle$ be any $N$-particle state with non-zero overlap, while $|\phi\rangle$ stays a single determinant. Define $P_{ji}=G_{ij}$ as before. Two facts about $|\phi\rangle$ suffice.

1. Let $v$ be orthogonal to all columns of $\Phi$. Then $\sum_jv_j^*c_j$ anticommutes with every $\phi_k^\dagger$, because $\sum_jv_j^*\Phi_{jk}=0$, and so it annihilates $|\phi\rangle$. Hence $\sum_jv_j^*P_{ji}=0$ for every $i$. The columns of $P$ are orthogonal to all such $v$, so they lie in the span of $\Phi$.

2. Let $w$ lie in the span of $\Phi$. Then $\sum_iw_ic_i^\dagger$ creates a particle in an orbital that is already filled, and it annihilates $|\phi\rangle$. With $c_i^\dagger c_j=\delta_{ij}-c_jc_i^\dagger$,
$$\sum_iP_{ji}w_i=w_j-\frac{\langle\psi|c_j\sum_iw_ic_i^\dagger|\phi\rangle}{\langle\psi|\phi\rangle}=w_j .$$

Thus $P$ maps every vector into the span of $\Phi$ and leaves vectors of that span unchanged, which means $P^2=P$. A single-determinant walker is enough for idempotency.

If both states are sums of determinants, the argument is lost, unless the sum for the walker is itself a single determinant, as it always is for $N=1$. In a numerical case with $M=4$, $N=2$ and two determinants on each side, the trace is still 2.0000, but the largest element of $|G^2-G|$ is 0.0991.

## Part (c)

**Question.** Return to two single determinants. Under what condition is $G$ Hermitian?

**Answer.** $G$ is Hermitian if and only if $P$ is. Compare

$$P=\Phi S^{-1}\Psi^\dagger,\qquad P^\dagger=\Psi(S^\dagger)^{-1}\Phi^\dagger .$$

Since $\det S\neq0$, both $\Psi$ and $\Phi$ have rank $N$. The matrix $\Psi^\dagger$ therefore reaches every $N$-component vector, $S^{-1}$ keeps this property, and the set of all vectors $Px$ is the whole span of $\Phi$. By the same argument the vectors $P^\dagger x$ fill the span of $\Psi$. If $P=P^\dagger$, the two spans must coincide.

Conversely, if the spans coincide, then $\Phi=\Psi A$ with an invertible $N\times N$ matrix $A$. Then $S=\Psi^\dagger\Psi A$ and

$$P=\Psi A\,A^{-1}(\Psi^\dagger\Psi)^{-1}\Psi^\dagger=\Psi(\Psi^\dagger\Psi)^{-1}\Psi^\dagger ,$$

which is Hermitian. In this case $\phi_k^\dagger=\sum_l\psi_l^\dagger A_{lk}$. Multiplying out the product of the $\phi_k^\dagger$ and ordering the anticommuting $\psi_l^\dagger$ gives $|\phi\rangle=\det A\,|\psi\rangle$. So $G$ is Hermitian if and only if walker and trial are the same state up to a factor.

Geometrically, a Hermitian $P$ projects at right angles onto the occupied space. Otherwise $P$ is an oblique projector: it projects onto the span of $\Phi$ along the directions orthogonal to $\Psi$, since $\Psi^\dagger x=0$ implies $Px=0$.

## Part (d)

**Question.** For an ordinary determinant, $G_{ii}$ is the occupation of spin-orbital $i$ and lies between 0 and 1. Derive this bound from $G^2=G$, and find the point at which the derivation fails for the mixed $G$.

**Answer.** The $(i,i)$ element of $G=G^2$ is $G_{ii}=G_{ii}^2+\sum_{j\ne i}G_{ij}G_{ji}$, or

$$G_{ii}(1-G_{ii})=\sum_{j\neq i}G_{ij}G_{ji}.$$

If $G$ is Hermitian, then $G_{ii}$ is real and $G_{ji}=G_{ij}^*$. The right side becomes $\sum_{j\ne i}|G_{ij}|^2\ge0$. A real number $x$ with $x(1-x)\ge0$ satisfies $0\le x\le1$, which is the bound.

Without Hermiticity, $G_{ji}$ need not equal $G_{ij}^*$, so $G_{ij}G_{ji}$ need not be a squared modulus. The sum may be negative or complex, and then $G_{ii}$ cannot be a real number between 0 and 1. For two single determinants with complex orbitals, $M=4$ and $N=2$, the numerical check gives

- $G_{11}=-0.1647+0.0299\,i$
- $G_{22}=1.2926+0.4124\,i$
- $G_{33}=-0.2388-0.0674\,i$
- $G_{44}=1.1109-0.3749\,i$

Their sum is 2, as part (b) requires. No probability has become negative here: $G_{ii}$ is a ratio of matrix elements between two different states, and it is a probability if the states coincide.

## Part (e)

**Question.** Take $M=2$, $N=1$ and real orbitals $\psi=(\psi_1,\psi_2)$, $\phi=(\phi_1,\phi_2)$. When do the diagonal elements leave the interval from 0 to 1? Evaluate $G$ for the trial $(2,1)/\sqrt5$ with walker A, $(2,-1)/\sqrt5$, and with walker B, proportional to $(2,11)$. What happens when the overlap becomes small?

**Answer.** With one particle, $S$ is the number $\psi\cdot\phi=\psi_1\phi_1+\psi_2\phi_2$, and part (a) gives

$$G_{ij}=\frac{\psi_i\phi_j}{\psi\cdot\phi},\qquad G_{11}(1-G_{11})=G_{12}G_{21}=\frac{\psi_1\psi_2\phi_1\phi_2}{(\psi\cdot\phi)^2}.$$

The denominator is positive. Hence $G_{11}$ lies outside the interval if and only if $\psi_1\psi_2\phi_1\phi_2<0$, that is, if the two components have equal signs in one state and opposite signs in the other. Since $G_{22}=1-G_{11}$, both diagonal elements leave the interval together, one above 1 and the other below 0.

For walker A the overlap is $(4-1)/5=0.6$, and

$$G_A=\frac{1}{0.6}\cdot\frac15\begin{pmatrix}2\cdot2&2\cdot(-1)\\1\cdot2&1\cdot(-1)\end{pmatrix}=\frac13\begin{pmatrix}4&-2\\2&-1\end{pmatrix}.$$

The diagonal elements are 1.3333 and $-0.3333$. Their sum is 1, and idempotency can be verified by hand:

$$G_A^2=\frac19\begin{pmatrix}16-4&-8+2\\8-2&-4+1\end{pmatrix}=\frac19\begin{pmatrix}12&-6\\6&-3\end{pmatrix}=G_A .$$

The off-diagonal elements have opposite signs, so $G_A$ is not Hermitian, and $G_{12}G_{21}=-0.4444$ is the negative right side found in part (d).

For walker B the normalization of $\phi$ cancels between numerator and denominator. With the unnormalized vectors $(2,1)$ and $(2,11)$ the overlap is $4+11=15$, and

$$G_B=\frac1{15}\begin{pmatrix}4&22\\2&11\end{pmatrix}=\begin{pmatrix}0.2667&1.4667\\0.1333&0.7333\end{pmatrix}.$$

This matrix is not Hermitian either, yet its diagonal elements lie between 0 and 1. Loss of Hermiticity permits a violation of the bound but does not enforce one.

If $\phi$ approaches the direction $(\psi_2,-\psi_1)$ orthogonal to $\psi$, the numerator $\psi_1\phi_1$ tends to $\psi_1\psi_2$. When both trial components are non-zero this limit is non-zero, while the denominator vanishes, so $|G_{11}|$ grows without limit. Walker C, proportional to $(1,-1.9)$, has a normalized overlap of 0.0208 with the trial. Its elements are $G_{11}=2/(2-1.9)=20$ and $G_{22}=-1.9/0.1=-19$.

## Part (f)

**Question.** The particle has the Hamiltonian $H=\sum_{ij}h_{ij}c_i^\dagger c_j$ with

$$h=\begin{pmatrix}0&-t\\-t&\Delta\end{pmatrix},\qquad \Delta=1.5\,t,\quad t>0 .$$

Find the local energy $E_L=\langle\psi|H|\phi\rangle/\langle\psi|\phi\rangle$ for walkers A and C. Do the strange occupations spoil it? What changes for walker A if the hopping is removed from $h$?

**Answer.** By the definition of $G$,

$$E_L=\sum_{ij}h_{ij}G_{ij}=\Delta\,G_{22}-t\,(G_{12}+G_{21}).$$

For walker A,

$$E_L=1.5\,t\times(-0.3333)-t\,(-0.6667+0.6667)=-0.5\,t .$$

To interpret this, apply $h$ to the trial orbital, in units of $t$:

$$h\begin{pmatrix}2\\1\end{pmatrix}=\begin{pmatrix}-1\\-2+1.5\end{pmatrix}=-0.5\begin{pmatrix}2\\1\end{pmatrix}.$$

The trial is an eigenstate with energy $-0.5\,t$. The trace of $h$ is $1.5\,t$, so the other level is at $2\,t$ and the trial is the ground state. Then $\langle\psi|H=-0.5\,t\,\langle\psi|$, and $E_L=-0.5\,t$ for every walker with non-zero overlap. The ordinary ground state, with occupations 0.8 and 0.2, reaches the same energy as $0.3\,t-0.8\,t$. Walker A reaches it through a negative occupation of the upper orbital and no hopping energy. For walker C the parts are $-28.5\,t$ and $+28\,t$. Resetting the diagonal elements to the interval from 0 to 1 would destroy this cancellation.

Without hopping, $h=\operatorname{diag}(0,\Delta)$ and the trial is no longer an eigenstate. Walker A then has $E_L=\Delta G_{22}=-0.5\,t$, below the lowest level, which is at 0. The variational principle is not violated, because it concerns $\langle\chi|H|\chi\rangle/\langle\chi|\chi\rangle$ with the same state on both sides. When walker and trial differ, the local energy is not of this form and need not lie above the lowest level. Without hopping, the walker $(1,-2+\epsilon)$ has overlap $\epsilon$ with $(2,1)$ and $E_L=\Delta\,(-2+\epsilon)/\epsilon$, which falls without limit as $\epsilon\to0^+$.

## Part (g)

**Question.** Average $G$ over walkers A and B with equal weights, and explain the result.

**Answer.** The average is

$$\tfrac12(G_A+G_B)=\begin{pmatrix}0.8&0.4\\0.4&0.2\end{pmatrix},$$

which is Hermitian with diagonal elements between 0 and 1. In general, for weights $w_n$ with $\sum_nw_n=1$,

$$\sum_nw_n\frac{\langle\psi|c_i^\dagger c_j|\phi_n\rangle}{\langle\psi|\phi_n\rangle}=\langle\psi|c_i^\dagger c_j|X\rangle,\qquad |X\rangle=\sum_n\frac{w_n|\phi_n\rangle}{\langle\psi|\phi_n\rangle},$$

and $\langle\psi|X\rangle=\sum_nw_n=1$. The average is thus the mixed Green's function of the trial with the state $|X\rangle$ that the walkers represent together. Here, with the unnormalized trial $(2,1)$,

$$X=\frac12\left[\frac{(2,-1)}{3}+\frac{(2,11)}{15}\right]=\frac{(12,6)}{30}=\frac{(2,1)}{5},$$

which is proportional to the trial. The average is therefore the ordinary density matrix of the ground state. Walker B was chosen to make this happen. If $|X\rangle$ differs from the trial, the average is still a mixed quantity, and by the sign rule of part (e) its diagonal elements may lie outside the interval as well.

## Calculated quantities

```
Matrix elements and overlaps are dimensionless; energies in units of t
General case: M=4 orbitals, N=2 particles, complex orbitals
  |overlap| = 0.2816
  trace G = 2.0000
  largest |G G - G| below 1e-10: True
  largest |G - G^dagger| = 1.3538
  G11 = -0.1647 +0.0299 i
  G22 = 1.2926 +0.4124 i
  G33 = -0.2388 -0.0674 i
  G44 = 1.1109 -0.3749 i
Two-determinant trial, one-determinant walker:
  trace G = 2.0000, largest |G G - G| below 1e-10: True
Two determinants in both trial and walker:
  trace G = 2.0000, largest |G G - G| = 0.0991
Angle grid: 55 of 110 pairs have G11 outside [0,1]
Model: t = 1.0, Delta = 1.5 (units of t)
  levels = -0.5000, 2.0000 (units of t)
  trial components = 0.8944, 0.4472
  walker A = 0.8944, -0.4472; overlap with trial = 0.6000
  walker B = 0.1789, 0.9839; overlap with trial = 0.6000
  walker C = 0.4657, -0.8849; overlap with trial = 0.0208
Trial with itself: G11=0.8000 G12=0.4000 G21=0.4000 G22=0.2000
Walker A: G11=1.3333 G12=-0.6667 G21=0.6667 G22=-0.3333
Walker B: G11=0.2667 G12=1.4667 G21=0.1333 G22=0.7333
Walker C: G11=20.0000 G12=-38.0000 G21=10.0000 G22=-19.0000
Average of A and B: G11=0.8000 G12=0.4000 G21=0.4000 G22=0.2000
Walker A: G11(1-G11) = -0.4444, G12*G21 = -0.4444
Energy Trial: level part 0.3000, hopping part -0.8000, sum -0.5000 (units of t)
Energy A: level part -0.5000, hopping part 0.0000, sum -0.5000 (units of t)
Energy B: level part 1.1000, hopping part -1.6000, sum -0.5000 (units of t)
Energy C: level part -28.5000, hopping part 28.0000, sum -0.5000 (units of t)
Hopping removed, walker A: local energy = -0.5000, lowest level = 0.0000 (units of t)
```
